# Why lower reactor pressure weakens gas-phase microloading: a program that tests the result

```python
"""
Result under test: lower gas pressure weakens gas-phase microloading.
A dilute precursor diffuses (diffusivity D) through a layer of thickness L
to a surface with sink velocity k(x) = k0 * (1 + a*cos(q*x)).
The contrast C is the cos(q*x) part of the surface density over its mean.
With Lambda_j = k0*tanh(j*q*L)/(D*j*q) and beta_j = Lambda_j/(1+Lambda_j),
C = -a*beta_1 / (1 - (a^2 beta_1 beta_2/4) / (1 - ...)).
D is inversely proportional to pressure; k0 = sticking * mean speed / 4.
Internal units are atomic units, with temperature expressed as an energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import diags, identity, kron, csc_matrix
from scipy.sparse.linalg import spsolve

pc = const.physical_constants
EV = 1.0 / pc["Hartree energy in eV"][0]
ANG = 1e-10 / pc["Bohr radius"][0]
PS = 1e-12 / pc["atomic unit of time"][0]
AMU = const.atomic_mass / const.electron_mass

temperature = 0.08 * EV
mass_precursor = 30.0 * AMU
mass_carrier = 2.0 * AMU
collision_distance = 4.0 * ANG
sticking = 0.004
amplitude = 0.6
wavelength = 2e7 * ANG
thickness = 2e7 * ANG
p_high = 6e-7 * EV / ANG**3
p_low = 6e-8 * EV / ANG**3
q = 2 * np.pi / wavelength
reduced_mass = (mass_precursor * mass_carrier
                / (mass_precursor + mass_carrier))
mean_speed = np.sqrt(8 * temperature / (np.pi * mass_precursor))
k0 = sticking * mean_speed / 4


def diffusivity(pressure):
    density = pressure / temperature
    drag = (8 / 3) * density * collision_distance**2 * np.sqrt(
        2 * np.pi * reduced_mass * temperature)
    return temperature / drag


def simulated_diffusivity(pressure, seed, tracers=5000, events=1500):
    """Mean squared displacement of tracers in a Maxwellian hard-sphere bath.

    Candidate collisions occur at a constant upper-bound rate and are
    accepted in proportion to the relative speed.
    """
    rng = np.random.default_rng(seed)
    density = pressure / temperature
    speed_bound = 6.5 * np.sqrt(temperature / reduced_mass)
    rate = density * np.pi * collision_distance**2 * speed_bound
    total_mass = mass_precursor + mass_carrier
    v = rng.normal(size=(tracers, 3)) * np.sqrt(temperature / mass_precursor)
    x = np.zeros_like(v)
    for _ in range(events):
        x += v * rng.exponential(1 / rate, size=(tracers, 1))
        bath = rng.normal(size=(tracers, 3)) * np.sqrt(
            temperature / mass_carrier)
        g = np.sqrt(np.sum((v - bath)**2, axis=1))
        hit = rng.random(tracers) < g / speed_bound
        direction = rng.normal(size=(np.count_nonzero(hit), 3))
        direction /= np.sqrt(np.sum(direction**2, axis=1))[:, None]
        centre = (mass_precursor * v[hit] + mass_carrier * bath[hit]) / total_mass
        v[hit] = centre + mass_carrier / total_mass * g[hit, None] * direction
    duration = events / rate
    apparent = np.mean(x**2) / (2 * duration)
    # Finite-duration correction of a few percent from velocity memory.
    memory = mass_precursor * apparent / temperature
    return apparent / (1 - memory / duration)


def reaction_ratio(D, k, L, j=1):
    return k * np.tanh(j * q * L) / (D * j * q)


def formula_contrast(D, k, a, L):
    lam = np.array([reaction_ratio(D, k, L, j) for j in range(1, 42)])
    beta = lam / (1 + lam)
    denominator = 1.0
    for j in range(39, -1, -1):
        denominator = 1 - a**2 * beta[j] * beta[j + 1] / 4 / denominator
    return -a * beta[0] / denominator


def grid_solution(D, k, a, L, nx=64, nz=80):
    """Finite-difference Laplace solution, with unit density at the top."""
    dx, dz = wavelength / nx, L / nz
    x = np.arange(nx) * dx
    sink = k * (1 + a * np.cos(q * x))
    lateral = diags([np.ones(nx - 1), -2 * np.ones(nx), np.ones(nx - 1)],
                    [-1, 0, 1]).tolil()
    lateral[0, nx - 1] = 1
    lateral[nx - 1, 0] = 1
    centre = -2 * np.ones(nz)
    centre[0] = -1
    vertical = diags([np.ones(nz - 1), centre, np.ones(nz - 1)], [-1, 0, 1])
    weight = np.ones(nz)
    weight[0] = 0.5
    surface = np.zeros(nz)
    surface[0] = 1
    matrix = (kron(vertical, identity(nx))
              + (dz / dx)**2 * kron(diags(weight), lateral.tocsr())
              - kron(diags(surface), diags(sink * dz / D)))
    rhs = np.zeros(nx * nz)
    rhs[-nx:] = -1
    n = spsolve(csc_matrix(matrix), rhs)[:nx]
    flux = sink * n
    wave = np.cos(q * x)
    return {"C": 2 * np.mean(n * wave) / np.mean(n),
            "mean": np.mean(n),
            "flux": 2 * np.mean(flux * wave) / np.mean(flux),
            "ratio": n[nx // 2] / n[0]}


# Kinetic diffusivity against random collisions; sampling error is near 1.2%.
D_high, D_low = diffusivity(p_high), diffusivity(p_low)
D_sim_high = simulated_diffusivity(p_high, 11)
D_sim_low = simulated_diffusivity(p_low, 29)
assert abs(D_sim_high / D_high - 1) < 0.05
assert abs(D_sim_low / D_low - 1) < 0.05

# Impact velocity from the one-sided Maxwellian integral.
thermal = np.sqrt(temperature / mass_precursor)
impact = thermal * quad(
    lambda u: u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(sticking * impact / k0 - 1) < 1e-8

# Surface contrast, mean density and flux; tolerance covers grid error.
worst = 0.0
for a in (0.01, 0.6, 1.0):
    previous = np.inf
    for fraction in (1.0, 0.5, 0.25, 0.1):
        D = diffusivity(fraction * p_high)
        grid = grid_solution(D, k0, a, thickness)
        C = formula_contrast(D, k0, a, thickness)
        lam = reaction_ratio(D, k0, thickness)
        mean = 1 / (1 + k0 * thickness / D * (1 + a * C / 2))
        flux = -(C / lam) / (1 + a * C / 2)
        errors = [abs(grid["C"] / C - 1), abs(grid["mean"] / mean - 1),
                  abs(grid["flux"] / flux - 1)]
        worst = max(worst, *errors)
        assert max(errors) < 0.004
        assert abs(grid["C"]) < previous
        previous = abs(grid["C"])
        if a == 0.01:
            assert abs(grid["C"] / (-a * lam / (1 + lam)) - 1) < 0.004
            assert abs(grid["flux"] / (a / (1 + lam)) - 1) < 0.006

high = grid_solution(D_high, k0, amplitude, thickness)
low = grid_solution(D_low, k0, amplitude, thickness)
assert high["flux"] < low["flux"] < amplitude
assert high["ratio"] > low["ratio"] > 1

# Altered pressure laws for the surface velocity.
drop = p_high / p_low
slow_k = grid_solution(D_low, k0 * drop**0.5, amplitude, thickness)
fast_k = grid_solution(D_low, k0 * drop**1.5, amplitude, thickness)
assert abs(slow_k["C"]) < abs(high["C"]) < abs(fast_k["C"])

# A thin layer that thickens as the pressure falls.
thin = wavelength / 20
thin_high = grid_solution(D_high, k0, amplitude, thin)
thin_root = grid_solution(D_low, k0, amplitude, thin * drop**0.5)
thin_full = grid_solution(D_low, k0, amplitude, thin * drop)
assert abs(thin_root["C"]) < abs(thin_high["C"])
assert abs(thin_full["C"]) < abs(thin_high["C"])

# The continuum description needs a short transport free path.
assert q * 3 * D_low / mean_speed < 0.05

print("INPUTS")
print(f"temperature: {temperature / EV:.3f} eV")
print(f"precursor mass: {mass_precursor / AMU:.1f} u")
print(f"carrier mass: {mass_carrier / AMU:.1f} u")
print(f"collision distance: {collision_distance / ANG:.1f} angstrom")
print(f"mean sticking probability: {sticking:.4f}")
print(f"sink amplitude a: {amplitude:.2f}")
print(f"pattern wavelength: {wavelength / ANG:.2e} angstrom")
print(f"layer thickness: {thickness / ANG:.2e} angstrom")
print(f"wave number q: {q * ANG:.4e} 1/angstrom")
print(f"precursor mean speed: {mean_speed * PS / ANG:.4f} angstrom/ps")
print(f"surface velocity k0: {k0 * PS / ANG:.6f} angstrom/ps")
for name, p, D, D_sim, grid in (
        ("HIGH", p_high, D_high, D_sim_high, high),
        ("LOW", p_low, D_low, D_sim_low, low)):
    lam = reaction_ratio(D, k0, thickness)
    print(f"{name} PRESSURE: {p * ANG**3 / EV:.2e} eV/angstrom^3")
    print(f"  D, formula: {D * PS / ANG**2:.4e} angstrom^2/ps")
    print(f"  D, random collisions: {D_sim * PS / ANG**2:.3e} angstrom^2/ps")
    print(f"  length D/k0: {D / k0 / ANG:.4e} angstrom"
          f" = {D / k0 / ANG * 1e-7:.4f} mm")
    print(f"  q * transport free path: {q * 3 * D / mean_speed:.5f}")
    print(f"  Lambda_1: {lam:.4f}")
    print(f"  contrast C, first order: {-amplitude * lam / (1 + lam):.4f}")
    C = formula_contrast(D, k0, amplitude, thickness)
    print(f"  contrast C, continued fraction: {C:.4f}")
    print(f"  contrast C, grid: {grid['C']:.4f}")
    print(f"  mean surface density / n0, grid: {grid['mean']:.4f}")
    print(f"  sparse/dense growth-rate ratio, grid: {grid['ratio']:.4f}")
    print(f"  relative flux modulation, grid: {grid['flux']:.4f}")
print("COMPARISONS (grid)")
print(f"pressure reduction factor: {drop:.1f}")
print(f"contrast reduction factor: {high['C'] / low['C']:.3f}")
print(f"low-pressure C if k0 ~ p^(-1/2): {slow_k['C']:.4f}")
print(f"low-pressure C if k0 ~ p^(-3/2): {fast_k['C']:.4f}")
print(f"thin layer, thickness at high pressure: {thin / ANG:.2e} angstrom")
print(f"thin layer, high-pressure C: {thin_high['C']:.4f}")
print(f"thin layer, low-pressure C if L ~ p^(-1/2): {thin_root['C']:.4f}")
print(f"thin layer, low-pressure C if L ~ 1/p: {thin_full['C']:.4f}")
print(f"largest relative grid-formula difference: {worst:.2e}")
print("finished without a failed check")
```

It prints:

```
INPUTS
temperature: 0.080 eV
precursor mass: 30.0 u
carrier mass: 2.0 u
collision distance: 4.0 angstrom
mean sticking probability: 0.0040
sink amplitude a: 0.60
pattern wavelength: 2.00e+07 angstrom
layer thickness: 2.00e+07 angstrom
wave number q: 3.1416e-07 1/angstrom
precursor mean speed: 8.0944 angstrom/ps
surface velocity k0: 0.008094 angstrom/ps
HIGH PRESSURE: 6.00e-07 eV/angstrom^3
  D, formula: 2.5295e+04 angstrom^2/ps
  D, random collisions: 2.526e+04 angstrom^2/ps
  length D/k0: 3.1250e+06 angstrom = 0.3125 mm
  q * transport free path: 0.00295
  Lambda_1: 1.0186
  contrast C, first order: -0.3028
  contrast C, continued fraction: -0.3075
  contrast C, grid: -0.3074
  mean surface density / n0, grid: 0.1468
  sparse/dense growth-rate ratio, grid: 1.8587
  relative flux modulation, grid: 0.3326
LOW PRESSURE: 6.00e-08 eV/angstrom^3
  D, formula: 2.5295e+05 angstrom^2/ps
  D, random collisions: 2.574e+05 angstrom^2/ps
  length D/k0: 3.1250e+07 angstrom = 3.1250 mm
  q * transport free path: 0.02945
  Lambda_1: 0.1019
  contrast C, first order: -0.0555
  contrast C, continued fraction: -0.0555
  contrast C, grid: -0.0555
  mean surface density / n0, grid: 0.6137
  sparse/dense growth-rate ratio, grid: 1.1174
  relative flux modulation, grid: 0.5540
COMPARISONS (grid)
pressure reduction factor: 10.0
contrast reduction factor: 5.543
low-pressure C if k0 ~ p^(-1/2): -0.1466
low-pressure C if k0 ~ p^(-3/2): -0.4787
thin layer, thickness at high pressure: 1.00e+06 angstrom
thin layer, high-pressure C: -0.1426
thin layer, low-pressure C if L ~ p^(-1/2): -0.0431
thin layer, low-pressure C if L ~ 1/p: -0.0553
largest relative grid-formula difference: 3.36e-04
finished without a failed check
```
